# The dynamical electron-hole interaction and its effect on bound excitons

An electron and a hole attract each other through an interaction that the surrounding electrons screen with a delay. This problem asks how the delay changes the interaction in the Bethe-Salpeter equation, and when it lowers the energy of a bound pair.

**Setting.** Temperature is zero, orbitals are real and units are Hartree atomic units. Holes are labelled $i,j$, electrons $a,b$; quasiparticle energies $\varepsilon$ are fixed, and $\varepsilon_{ia}=\varepsilon_a-\varepsilon_i>0$ are the transitions. Only the resonant (Tamm-Dancoff) block is kept. The screened interaction is a bare part plus a sum over neutral modes of energy $\omega_m>0$ with real couplings $M^m$:

$$W_{ij,ab}(\omega)=v_{ij,ab}+\sum_m M^m_{ij}M^m_{ab}\,\frac{2\omega_m}{\omega^2-(\omega_m-i0)^2}.$$

The second term is called $W_p$. The static interaction is $W(0)=v-\sum_m 2M^mM^m/\omega_m$.

The starting point is the homogeneous Bethe-Salpeter equation for a pair of total energy $\Omega$, where $\omega$ is the electron's frequency:

$$\chi_{ia}(\omega)=G_a(\omega)G_i(\omega-\Omega)\sum_{jb}\int\frac{d\omega'}{2\pi}\,i\,[W_{ij,ab}(\omega-\omega')-xV_{ia,jb}]\,\chi_{jb}(\omega').$$

Here $G_a(\omega)=1/(\omega-\varepsilon_a+i0)$ and $G_i(\omega)=1/(\omega-\varepsilon_i-i0)$. $V$ is the bare exchange between transition densities, with $x=2$ for singlets and $0$ for triplets. The equal-time amplitude is $X_{ia}=\int\chi_{ia}\,d\omega/2\pi$.

## (a) What equation does $X$ obey if $W$ is static?

**Solution.** With a constant kernel the $\omega'$ integral gives $X_{jb}$, and we need

$$\int\frac{d\omega}{2\pi}\,G_a(\omega)G_i(\omega-\Omega).$$

The integrand falls as $1/\omega^2$, so the contour may be closed above, around the pole $\omega=\Omega+\varepsilon_i+i0$. The result is $i/(\Omega+\varepsilon_i-\varepsilon_a)=i/(\Omega-\varepsilon_{ia})$. Since $i\cdot i=-1$,

$$(\Omega-\varepsilon_{ia})X_{ia}=\sum_{jb}[xV_{ia,jb}-W_{ij,ab}(0)]X_{jb}.$$

This is the eigenvalue problem of $H_s=\varepsilon+xV-W(0)$. A positive $W$ lowers the energy, as an attraction must.

## (b) Reduce the dynamical problem to an equation for $X$ alone

Assume that inside the integral $\chi$ has the frequency shape that an instantaneous kernel would give it (Shindo's approximation).

**Solution.** For an instantaneous kernel, $\chi_{jb}(\omega)=C_{jb}G_b(\omega)G_j(\omega-\Omega)$. Integrating as in (a) gives $X_{jb}=iC_{jb}/(\Omega-\varepsilon_{jb})$, so $C_{jb}=-i(\Omega-\varepsilon_{jb})X_{jb}$. Partial fractions give

$$G_bG_j=\frac{1}{\varepsilon_{jb}-\Omega}\left[\frac{1}{\omega-\varepsilon_b+i0}-\frac{1}{\omega-\Omega-\varepsilon_j-i0}\right].$$

The factors $\Omega-\varepsilon_{jb}$ cancel up to a sign, which leaves $\chi_{jb}=X_{jb}\varphi_{jb}$ with

$$\varphi_{jb}(\omega)=i\left[\frac{1}{\omega-\varepsilon_b+i0}-\frac{1}{\omega-\Omega-\varepsilon_j-i0}\right],\qquad \int\frac{d\omega}{2\pi}\varphi_{jb}=1.$$

The same identity reads $G_aG_i=i\varphi_{ia}/(\Omega-\varepsilon_{ia})$. Insert both in the Bethe-Salpeter equation and integrate over $\omega$:

$$(\Omega-\varepsilon_{ia})X_{ia}=\sum_{jb}[xV_{ia,jb}-\widetilde W_{ia,jb}(\Omega)]X_{jb},$$

$$\widetilde W_{ia,jb}(\Omega)=\iint\frac{d\omega\,d\omega'}{(2\pi)^2}\,\varphi_{ia}(\omega)W_{ij,ab}(\omega-\omega')\varphi_{jb}(\omega').$$

The effective interaction is thus $W$ averaged over the frequencies that the pair exchanges. The one approximation in this step is the shape of $\chi$.

## (c) Evaluate $\widetilde W$

**Solution.** Go to time with $f(\tau)=\int e^{-i\omega\tau}f(\omega)\,d\omega/2\pi$. For $\tau>0$ the contour closes below and catches the first pole of $\varphi_{ia}$; for $\tau<0$ it closes above and catches the second. The residues give

$$\varphi_{ia}(\tau)=e^{-i\varepsilon_a\tau}\ (\tau>0),\qquad \varphi_{ia}(\tau)=e^{-i(\Omega+\varepsilon_i)\tau}\ (\tau<0).$$

The polarization part is $W_p(\tau)=-i\sum_m M^mM^me^{-i\omega_m|\tau|}$. Its transform back confirms this: the two half-lines give $1/(\omega-\omega_m+i0)-1/(\omega+\omega_m-i0)$, which is the fraction in the definition of $W$.

Writing $W(\omega-\omega')=\int d\tau\,e^{i(\omega-\omega')\tau}W(\tau)$ separates the two frequency integrals:

$$\widetilde W_{ia,jb}=\int d\tau\,W_{ij,ab}(\tau)\,\varphi_{ia}(-\tau)\,\varphi_{jb}(\tau).$$

For $\tau>0$ the product of shapes is $e^{i(\Omega+\varepsilon_i)\tau}e^{-i\varepsilon_b\tau}=e^{i(\Omega-\varepsilon_{ib})\tau}$. For $\tau<0$ it is $e^{i(\Omega-\varepsilon_{ja})|\tau|}$. At $\tau=0$ it equals 1, so the instantaneous part contributes $v$. Finally $-i\int_0^\infty d\tau\,e^{i(\Omega-\varepsilon_{ib}-\omega_m)\tau}=1/(\Omega-\varepsilon_{ib}-\omega_m)$, with the usual convergence factor, and

$$\widetilde W_{ia,jb}(\Omega)=v_{ij,ab}-\sum_m M^m_{ij}M^m_{ab}\left[\frac{1}{\omega_m+\varepsilon_{ib}-\Omega}+\frac{1}{\omega_m+\varepsilon_{ja}-\Omega}\right].$$

While a mode is excited, one particle has already scattered and the other has not. This is why the crossed transitions $\varepsilon_{ib}$ and $\varepsilon_{ja}$ appear. Exchanging $ia$ with $jb$ swaps the two fractions, so the matrix is symmetric.

## (d) Below the transitions, express $\widetilde W$ through $W$ at imaginary frequency

**Solution.** Let $\Gamma_1=\varepsilon_{ib}-\Omega$ and $\Gamma_2=\varepsilon_{ja}-\Omega$, both positive. On the imaginary axis $W_p(i\xi)=-\sum_m M^mM^m\,2\omega_m/(\xi^2+\omega_m^2)$. Average this with a normalized Lorentzian of width $\Gamma$. Since

$$\frac{1}{(\xi^2+\Gamma^2)(\xi^2+\omega_m^2)}=\frac{1}{\omega_m^2-\Gamma^2}\left[\frac{1}{\xi^2+\Gamma^2}-\frac{1}{\xi^2+\omega_m^2}\right],$$

the integral over $\xi$ is $(\pi/\Gamma-\pi/\omega_m)/(\omega_m^2-\Gamma^2)=\pi/[\Gamma\omega_m(\omega_m+\Gamma)]$. The case $\Gamma=\omega_m$ follows by continuity. Multiplying by $2\omega_m\Gamma/\pi$ gives $2/(\omega_m+\Gamma)$, and therefore

$$\widetilde W_{ia,jb}(\Omega)=\frac12\sum_{k=1,2}\int d\xi\,\frac{\Gamma_k/\pi}{\xi^2+\Gamma_k^2}\,W_{ij,ab}(i\xi).$$

At zero width the average picks out $W(0)$. As the pair energy drops below the transitions, the average reaches out to frequencies where the medium responds less.

## (e) What happens at large $|\Omega|$?

**Solution.** When $|\Omega|$ exceeds every $\varepsilon+\omega_m$ by far, each fraction is $1/(\omega_m+\varepsilon-\Omega)=-1/\Omega+O(\Omega^{-2})$. Hence

$$\widetilde W_{ia,jb}(\Omega)=v_{ij,ab}+\frac{2}{\Omega}\sum_m M^m_{ij}M^m_{ab}+O(\Omega^{-2}).$$

The limit is the bare Coulomb interaction, provided the mode sums converge, as they do for a finite set of modes. The approach is slower than that of $W(\omega)$ itself, whose correction is $2\sum_m\omega_mM^mM^m/\omega^2$. For a positive sum, $v$ is approached from below as $\Omega\to-\infty$ and from above as $\Omega\to+\infty$.

## (f) Is $\widetilde W$ less screened than $W(0)$?

**Solution.** Take a diagonal element, with $\Delta=\varepsilon_{ia}-\Omega$ and $g_m=M^m_{ii}M^m_{aa}$. Then

$$\widetilde W-W(0)=\sum_m 2g_m\left[\frac{1}{\omega_m}-\frac{1}{\omega_m+\Delta}\right]=\sum_m\frac{2g_m\Delta}{\omega_m(\omega_m+\Delta)}.$$

Below the transition $\Delta>0$, and each mode contributes less polarization than in $W(0)$. If all $g_m\ge0$ and at least one is positive, then $W(0)<\widetilde W<v$: the interaction is less screened. For $\Delta\ll\omega_m$ the difference is about $\sum_m2g_m\Delta/\omega_m^2$, so this element is close to its static value when $\Delta$ is small compared with the mode energies. For the lowest transition $\Delta$ is the binding energy; for higher transitions it is larger, so weak binding alone does not guarantee that their elements are close to static.

Two restrictions follow from the same formula.

- Just above the transition, for $-\omega_m<\Delta<0$ in all modes, the difference is negative when the $g_m$ are positive. There the interaction is more screened than $W(0)$. With all $g_m\ge0$ and at least one positive, $\widetilde W$ falls steadily as $\Omega$ rises from $-\infty$ to the first pole, and it passes $W(0)$ at the transition.
- The sign of $g_m$ is not fixed in general. Place an electron and a hole beyond opposite ends of a polarizable dimer, all on one line, as in (g). Both pull the dimer's charge the same way, and the polarization strengthens their attraction: the dimer's single mode has $g_m<0$, and $W(0)>v$. Below the transition the delay reduces this gain, so $\widetilde W<W(0)$. With $g_m$ of both signs, the sum must be evaluated.

## (g) When does a bound state move down?

Let $A_s$ be the normalized lowest eigenvector of $H_s$ and $E_s$ its energy, below all transitions.

**Solution.** The dynamical problem is $E_1(\Omega)=\Omega$, where $E_1$ is the lowest eigenvalue of $H(\Omega)=H_s-K(\Omega)$ and $K(\Omega)=\widetilde W(\Omega)-W(0)$. Suppose

$$k\equiv\langle A_s|K(E_s)|A_s\rangle>0.$$

$H(\Omega)$ is real and symmetric, so the variational principle applies with $A_s$ as trial vector:

$$E_1(E_s)\le\langle A_s|H(E_s)|A_s\rangle=E_s-k<E_s.$$

Thus $E_1(\Omega)-\Omega$ is negative at $\Omega=E_s$. As $\Omega\to-\infty$, $H(\Omega)$ tends to the finite matrix $\varepsilon+xV-v$, so $E_1(\Omega)-\Omega\to+\infty$. Between these points there are no poles and $E_1$ is continuous. It must cross $\Omega$, and a solution lies below $E_s$: the bound state is redshifted relative to the static equation with the same quasiparticle energies.

The condition is on the average of $K$ in the state, not on every matrix element. The argument covers the lowest state, and it does not show that the root is unique.

For one pair and one mode of energy $\omega_0$, without exchange, everything is explicit. The binding energy $B=\varepsilon-\Omega$ obeys

$$B=v-\frac{2g}{\omega_0+B}\quad\Longrightarrow\quad B^2+(\omega_0-v)B+2g-v\omega_0=0.$$

The product of the roots is $2g-v\omega_0=-\omega_0W(0)$. If $W(0)>0$ it is negative, so there is one positive root. For $g>0$ it satisfies $W(0)<B<v$.

The antiscreened case is illustrated by two outer sites at $\pm5$ bohr with a polarizable dimer at $\pm1.3$ bohr. With $v=0.0970$, $\omega_0=0.3414$ Ha and $g=-0.00205\ \mathrm{Ha}^2$, static polarization adds $2(0.00205)/0.3414=0.0120$ Ha, and the static binding is $0.1090$ Ha. The dynamical binding is $0.1062$ Ha. The state moves up by $0.0029$ Ha, a blueshift.

## (h) How large is the shift?

**Solution.** Multiply the correction by a strength $\lambda$, so that $H=H_s-\lambda K(\Omega)$, and write $\Omega=E_s+\delta$. Let $E_n$ be the other static energies and $K_{n0}$ the elements of $K(E_s)$ between them and $A_s$. For a nondegenerate state, second-order perturbation theory gives

$$\delta=-\lambda\langle K(E_s+\delta)\rangle-\lambda^2\sum_{n\ne0}\frac{K_{n0}^2}{E_n-E_s}+O(\lambda^3).$$

Define $s=-\langle A_s|d\widetilde W/d\Omega|A_s\rangle$ at $E_s$. To first order in $\delta$, $\langle K(E_s+\delta)\rangle=k-s\delta$. Inserting $\delta=-\lambda k$ in this small term,

$$\delta=-\lambda k-\lambda^2\left[sk+\sum_{n\ne0}\frac{K_{n0}^2}{E_n-E_s}\right]+O(\lambda^3).$$

The first term in the bracket comes from the frequency dependence, the second from the change of the pair amplitude. If the amplitude is frozen and the frequency dependence linearized at $\lambda=1$, then $\delta=-k+s\delta$, or $\delta=-k/(1-s)$. For $0<s<1$ this enlarges the first-order shift. It omits the mixing term, which lowers the energy further.

## (i) Apply this to a chain with computed screening

Take eight sites $2.6$ bohr apart, four filled orbitals, and alternating hoppings of $0.12$ and $0.08$ Ha. The interaction is the Ohno form $1/\sqrt{U^{-2}+R^2}$ with $U=0.4$ Ha. The modes come from the random-phase approximation (RPA) on the hopping levels, and a rigid $0.15$ Ha is added to the gap for the quasiparticles.

**Solution.** Hopping connects only neighbouring sites. Reversing an orbital's sign on every second site therefore reverses its energy. The highest filled and lowest empty orbitals are partners of this kind and have equal site densities, so $M^m_{ii}=M^m_{aa}$ and $g_m\ge0$. Part (f) applies to this frontier pair.

Its bare interaction is $0.1891$ Ha and its static one $0.1845$ Ha. With $\Omega$ measured from the gap of $0.2753$ Ha:

| $\Omega-\text{gap}$ (Ha) | $\widetilde W$ (Ha) |
|---|---|
| $-10$ | $0.18896$ |
| $-1$ | $0.18814$ |
| $-0.1$ | $0.18579$ |
| $0$ | $0.18449$ |
| $0.083$ | $0.18222$ |
| $10$ | $0.18919$ |

The values show the reduced screening below the gap, the stronger screening just above it, and the approach to $v=0.18907$ Ha from opposite sides. The equal-time sum $\sum_mg_m=0.000585\ \mathrm{Ha}^2$ gives a leading correction of $2(0.000585)/10=0.00012$ Ha at $\Omega\approx10$ Ha, which is the tabulated difference.

At the static singlet energy the double integral of (b), the average of (d) and the closed form of (c) all give $0.186086$ Ha for this element. The integrals use $W$ from matrix inversion, without the modes. The three also agree, at $-0.015200$ Ha, for an off-diagonal element with the same hole and different electrons, which tests the case of two unequal denominators. Since $i=j$ there, $\varepsilon_{ib}=\varepsilon_{jb}$ and $\varepsilon_{ja}=\varepsilon_{ia}$, so this check does not distinguish crossed from uncrossed transitions; the crossing rests on the derivation in (c).

The lowest pair states are, in Ha:

| | singlet | triplet |
|---|---|---|
| static binding | $0.1352$ | $0.2057$ |
| dynamical binding | $0.1457$ | $0.2233$ |
| $k$ | $0.0081$ | $0.0150$ |
| $-k/(1-s)$ | $-0.0083$ | $-0.0153$ |
| full shift | $-0.0105$ | $-0.0176$ |

Both states move down, by $0.29$ and $0.48$ eV, or about 8% and 9% of their static binding. The binding is not small compared with the RPA mode energies, which run from $0.166$ to $0.402$ Ha, so the weak-binding argument for a static interaction is not available here.

The frontier pair alone does not explain the singlet shift. Its interaction changes by $0.1861-0.1845=0.0016$ Ha, and its weight in the state is at most one, while $k=0.0081$ Ha. Most of $k$ comes from the other matrix elements, including those that couple different pairs.

The linearized estimate misses about a fifth of the singlet shift. The frequency dependence is not the reason: keeping it in full with the static amplitude still gives $-0.0083$ Ha. In the second-order coefficient of (h), the frequency part is $0.0002$ Ha and the mixing part $0.0020$ Ha. Their sum, $0.0022$ Ha, agrees with the coefficient extracted from the root at $\lambda=0.001$. It also accounts for most of the difference at full strength: $-0.0081-0.0022=-0.0103$ Ha, against $-0.0105$ Ha. The static and dynamical singlet amplitudes have a squared overlap of $0.98$, so the state keeps its character.

## (j) Does the redshift survive in an exactly solvable case?

Let one electron level and one hole level couple to a single boson, with strengths $M_e$ and $-M_h$, and let the pair attract by $v$. Compare the exact binding energy with the root in (g).

**Solution.** A particle with coupling $c$ has the boson Hamiltonian

$$\omega_0b^\dagger b+c(b+b^\dagger)=\omega_0\left(b^\dagger+\frac{c}{\omega_0}\right)\left(b+\frac{c}{\omega_0}\right)-\frac{c^2}{\omega_0}.$$

Its ground energy is $-c^2/\omega_0$. The couplings of the pair add to $M_e-M_h$. The binding energy is the energy of the separate particles minus that of the pair:

$$B=-\frac{M_e^2}{\omega_0}-\frac{M_h^2}{\omega_0}+v+\frac{(M_e-M_h)^2}{\omega_0}=v-\frac{2M_eM_h}{\omega_0}=W(0).$$

The static interaction is exact here, and the dynamical redshift is absent. For $v=0.30$, $\omega_0=0.50$, $M_e=0.25$ and $M_h=0.16$ Ha, $g=M_eM_h=0.04\ \mathrm{Ha}^2$. The exact binding is $0.30-0.08/0.50=0.14$ Ha, while the root in (g) is $-0.10+\sqrt{0.01+0.07}=0.183$ Ha.

To first order in $g$, the reason can be read from the intermediate state. In this model the pair still attracts by $v$ while the boson is in flight, so exciting the boson costs $\omega_0$ and the correction to $v$ is $-2g/\omega_0$. The effective interaction of (c) instead lets an unbound pair propagate during that time, at a cost of $\omega_0+\Delta$ with $\Delta\approx v$, which gives only $-2g/(\omega_0+v)$.

The self-energies are of the same order. With fixed quasiparticle energies they keep the denominator $\omega_0$, while the exchanged boson has $\omega_0+v$. If the self-energies inside the pair are instead given the denominator $\omega_0+v$ as well, the correction to $v$ becomes $-(M_e^2+M_h^2)/\omega_0+(M_e-M_h)^2/(\omega_0+v)$, which equals the exact $-2g/\omega_0$ when $M_e=M_h$. The first-order redshift thus comes from treating the self-energies and the exchange unequally.

Beyond first order, restoring $v$ in the intermediate state is not enough. Exchanges of several bosons and further changes of the self-energies inside the pair also enter. In the exact result these higher orders cancel, since $B$ is linear in $g$.

The redshift derived in (g) is therefore a property of the equation with this kernel and fixed quasiparticle energies. The processes left out can reduce it, and in this model they remove it. How much of the chain's shift would survive them is not settled by the calculation in (i). The complete values for all three models are in the numerical output below.

## Numbers as computed

```
Chain: 8 sites, spacing 2.6 bohr, 4 filled orbitals
Hoppings 0.12, 0.08; on-site U 0.4; gap correction 0.15 Ha
Smallest quasiparticle transition: 0.27531 Ha
RPA mode energies, lowest and highest: 0.16578, 0.40169 Ha
Frontier pair, bare v: 0.18907 Ha
Frontier pair, static W(0): 0.18449 Ha
Frontier pair, equal-time sum of M*M: 0.000585 Ha^2
Weff at Om - gap = -100.0000 Ha: 0.18906 Ha
Weff at Om - gap =  -10.0000 Ha: 0.18896 Ha
Weff at Om - gap =   -1.0000 Ha: 0.18814 Ha
Weff at Om - gap =   -0.1000 Ha: 0.18579 Ha
Weff at Om - gap =    0.0000 Ha: 0.18449 Ha
Weff at Om - gap =    0.0829 Ha: 0.18222 Ha
Weff at Om - gap =   10.0000 Ha: 0.18919 Ha
Weff at Om - gap =  100.0000 Ha: 0.18908 Ha
Elements below are at Om = 0.14011 Ha
frontier diagonal: double integral 0.1860858 Ha
frontier diagonal: Lorentzian average 0.1860858 Ha
frontier diagonal: closed form 0.1860858 Ha, W(0) 0.1844892 Ha
off-diagonal: double integral -0.0151998 Ha
off-diagonal: Lorentzian average -0.0151998 Ha
off-diagonal: closed form -0.0151998 Ha, W(0) -0.0120709 Ha
singlet: static energy 0.14011 Ha, binding 0.13520 Ha
singlet: dynamical energy 0.12957 Ha, binding 0.14574 Ha
singlet: mean of Weff - W(0) 0.00812 Ha, slope s 0.0231
singlet: second-order coefficient 0.002179 Ha from weak root
singlet: its frequency part 0.000188 Ha, mixing part 0.001991 Ha
singlet: factor 1/(1-s) 1.0236, linearized shift -0.00831 Ha
singlet: frozen-amplitude shift -0.00831 Ha
singlet: full shift -0.01054 Ha = -0.287 eV
singlet: squared overlap of static and dynamical amplitudes 0.9786
singlet: roots found from -1 Ha to the gap: 1
triplet: static energy 0.06965 Ha, binding 0.20567 Ha
triplet: dynamical energy 0.05203 Ha, binding 0.22329 Ha
triplet: mean of Weff - W(0) 0.01499 Ha, slope s 0.0236
triplet: second-order coefficient 0.002496 Ha from weak root
triplet: its frequency part 0.000353 Ha, mixing part 0.002143 Ha
triplet: factor 1/(1-s) 1.0241, linearized shift -0.01535 Ha
triplet: frozen-amplitude shift -0.01534 Ha
triplet: full shift -0.01762 Ha = -0.480 eV
triplet: squared overlap of static and dynamical amplitudes 0.9811
triplet: roots found from -1 Ha to the gap: 1
Antiscreened pair: sites at -5.0, 5.0 bohr; dimer at -1.3, 1.3 bohr
Antiscreened pair: dimer hopping 0.12 Ha, mode energy 0.34135 Ha
Antiscreened pair: g -0.002052 Ha^2, bare v 0.09701 Ha
Antiscreened pair: static binding 0.10904 Ha, dynamical 0.10619 Ha
Antiscreened pair: energy shift +0.002853 Ha
One mode: v 0.3, mode energy 0.5, M_e 0.25, M_h 0.16 Ha
One mode: static binding 0.14000 Ha, dynamical 0.18284 Ha
One mode: exact binding with dressed lines 0.14000 Ha
```
